Mobility-Spectrum Analysis as a Non-Negative Inverse Problem and Its Ghost Peaks

A semiconductor layer contains two kinds of electrons and no holes. Its conductivity is measured up to 0.2 T with noise of 0.1% of the zero-field value. A spectrum with three carriers, one of them a hole with a sheet density near 10¹² cm⁻², fits these data practically as well as the truth. Without a resolution limit, that hole could be taken for a property of the layer. The limit depends on the product of mobility and largest field, on the carrier's share of the conductivity, on the noise, and on the number of readings.

**One carrier in a magnetic field**

Let B point along z. A carrier of charge q, mass m* and scattering time τ drifts steadily when friction balances the Lorentz force:

m* v/τ = q(E + v × B).

Define the signed mobility m = qτ/m*, positive for holes and negative for electrons. Since v × B = (v_y B, −v_x B, 0),

v_x = m(E_x + B v_y),  v_y = m(E_y − B v_x).

For E along x, the second equation gives v_y = −mB v_x. Inserted in the first, it gives v_x = mE_x/(1 + m²B²). For E along y, v_x = mB v_y, and hence v_y = mE_y/(1 + m²B²) and v_x = m²B E_y/(1 + m²B²).

The current per width is nqv, with n the sheet density. The zero-field conductivity s = nqm = n|q||m| is positive for both signs of charge, so

σ_xx = s/(1 + m²B²),  σ_xy = s mB/(1 + m²B²).

The sign of σ_xy is the sign of the carrier. Combining the two components,

S = σ_xx + iσ_xy = s(1 + imB)/(1 + m²B²) = s/(1 − imB).

The last step uses 1 + m²B² = (1 + imB)(1 − imB). Independent carriers add their currents:

S(B) = Σ_j s_j/(1 − i m_j B), s_j ≥ 0.

For a continuous spectrum the sum becomes an integral. This form assumes isotropic bands and scattering that does not depend on B.

**Two spectra compared by hand**

Measure mobility in units of the carrier's own mobility, and let b be the dimensionless product of that mobility and the field. Spectrum P has one carrier at mobility 1 with s = 1. Spectrum Q has two carriers, at 0.5 and 1.5, with s = 0.5 each.

At b = 2,

P: 1/(1 − 2i) = 0.2 + 0.4i,
Q: ½[1/(1 − i) + 1/(1 − 3i)] = ½[(0.5 + 0.5i) + (0.1 + 0.3i)] = 0.3 + 0.4i.

They differ by 0.1, a tenth of the zero-field conductivity. At b = 0.1,

P: (1 + 0.1i)/1.01 = 0.9901 + 0.0990i,
Q: ½[(1 + 0.05i)/1.0025 + (1 + 0.15i)/1.0225] = 0.9878 + 0.0983i.

The difference is now about 0.0025. Noise of one percent would hide it in a single reading, although Q has mobilities that differ by a factor of three.

**The inversion by hand**

Now let the data at b = 0 and b = 2 come from P, and allow mobilities 0.5, 1 and 1.5. With rows σ_xx(0), σ_xx(2) and σ_xy(2), the three columns and the data are

k₁ = (1, 0.5, 0.5), k₂ = (1, 0.2, 0.4), k₃ = (1, 0.1, 0.3), y = (1, 0.2, 0.4).

The row σ_xy(0) is zero and is omitted. We minimize the squared misfit with non-negative weights.

Start with all weights zero. The gain of a column is its scalar product with the residual, the rate at which half the squared misfit falls when its weight grows. The gains are 1.3, 1.2 and 1.14, so k₁ enters, although it is not a true carrier. Its best weight is 1.3/1.5 = 13/15, which leaves

r = (2, −3.5, −0.5)/15.

The gains of k₂ and k₃ are now 1.1/15 and 1.5/15, so k₃ enters. The least-squares equations for these two columns are

1.5 s₁ + 1.2 s₃ = 1.3,  1.2 s₁ + 1.1 s₃ = 1.14,

with solution s₁ = 31/105 and s₃ = 5/7. The residual is (−1, −2, 4)/105, and k₂ has gain (−1 − 0.4 + 1.6)/105 = 1/525. This is small but positive, so k₂ enters. The unrestricted fit to all three columns is (0, 1, 0). Moving to it brings s₁ and s₃ to zero together, both are removed, and P is recovered.

The last gain was small because k₂ nearly lies between its neighbours. At b = 0.1 this near-dependence is much stronger, and noise of one percent can decide which columns remain.

**The general algorithm**

Choose a logarithmic grid of mobilities of both signs. Divide each measured component by its noise to form y, and divide the rows of the response in the same way to form K. Minimize

f(s) = ½|y − Ks|², s ≥ 0.

1. Start with s = 0 and an empty active set.
2. Compute r = y − Ks and the gains g = Kᵀr. Stop if no inactive gain exceeds a small tolerance.
3. Add the column with the largest gain and find the unrestricted least-squares weights z on the active set.
4. If all z are positive, set s = z and return to step 2.
5. Otherwise move from s towards z until the first weight reaches zero, remove it, recompute z and return to step 4.

The entering weight z_j is positive when the active columns are independent. Let r′ be the residual after the new fit. It is orthogonal to every active column, so r·r′ = |r′|². The old residual is orthogonal to the old active columns, so r·(r − r′) = g_j z_j. Therefore g_j z_j = |r|² − |r′|² > 0. If rounding makes an entering weight non-positive, that column is set aside until another step succeeds.

At an optimum, g ≤ 0 everywhere and g = 0 where s > 0. This suffices because f is convex: for any allowed s′,

f(s′) − f(s) ≥ −g·(s′ − s) = −g·s′ ≥ 0.

A numerical solution can also be certified. For any vector u with Kᵀu ≤ 0 and any s′ ≥ 0,

½|y − Ks′|² ≥ u·(y − Ks′) − ½|u|² ≥ u·y − ½|u|².

The first inequality is |y − Ks′ − u|² ≥ 0 rearranged, and the second uses u·Ks′ ≤ 0. To find a suitable u, start from r. In the row for σ_xx(0) every element of K is 1/ε, where ε is the noise. Subtracting ε times the largest positive gain from that entry of r lowers all gains by that largest gain, so none remains positive. The difference between f(s) and the resulting lower bound limits the solver's error. It does not show that the spectrum is the true one.

**Why ghosts exist**

Take K + 1 distinct mobilities (K is now a number) and define

w_j = 1/∏_{l≠j}(m_j − m_l).

Partial fractions give 1/∏_j(z − m_j) = Σ_j w_j/(z − m_j). Set z = 1/(iB) and multiply by z. Since z − m_j = z(1 − i m_j B),

Σ_j w_j/(1 − i m_j B) = (iB)^K/∏_j(1 − i m_j B).

The weights alternate in sign along the mobility axis. After multiplication by a positive amplitude A, the positive weights form one physical spectrum and the magnitudes of the negative ones form another. The right side is the difference of their conductivities, and at small field it vanishes as B^K. Expanding the left side in B shows that the two spectra share the moments Σ s_j m_j^k for k = 0 to K − 1.

Noise is essential here. If two finite spectra gave equal S on an interval of B, their difference would be a rational function that vanishes there and hence everywhere. It could have no poles, so the weight difference at every non-zero mobility would be zero. A remaining zero-mobility term would be a constant and would vanish too. Perfect data therefore determine a finite spectrum at any Bmax.

**The resolution law**

For mobilities m − d, m and m + d, the weights are 1/(2d²), −1/d² and 1/(2d²). With A = s d², they compare an equal pair with one carrier of the same total s:

S_pair − S_single = −s d²B²/{(1 − imB)[(1 − imB)² + d²B²]}.

At b = 2 and d = 0.5 this gives 0.1, as found by hand. When d²B² is small compared with 1 + m²B², the magnitude is

|ΔS| ≈ s d²B²/(1 + m²B²)^(3/2).

Put t = |m|B. The function t²/(1 + t²)^(3/2) has logarithmic derivative 2/t − 3t/(1 + t²), which vanishes at t² = 2. If x = |m|Bmax is below √2, the largest difference occurs at Bmax. Setting it equal to δ gives

d/|m| = √(δ/s) (1 + x²)^(3/4)/x, x < √2.

For larger x the maximum lies inside the measured range, where the function equals 2/3^(3/2), and

d/|m| = (3^(3/4)/√2) √(δ/s) ≈ 1.61 √(δ/s), x ≥ √2.

Within this small-splitting approximation, any splitting smaller than d changes S by less than δ. For δ/s = 10⁻⁴, d/|m| is 1.61% at x = 3 and at x = 10, 1.68% at x = 1, 10.1% at x = 0.1 and 33.4% at x = 0.03. A direct search for the splitting at which the two responses differ by δ passed a test of agreement within 1% at all these values.

Thus nothing abrupt happens at x = 1. Above √2 the relative limit is constant, and well below one it grows as 1/x. When x falls to about √(δ/s), d reaches |m|, and one member of the pair can cross zero mobility and acquire the wrong sign.

To relate δ to noise, let N fields be measured with independent Gaussian noise ε in each component. Define

D² = Σ_B |ΔS(B)|²/ε².

Along the line joining the two noise-scaled predictions, the data have unit variance and the predictions lie D apart. With equal prior odds the best decision boundary is halfway, so the error probability is Φ(−D/2), where Φ is the cumulative normal distribution. No algorithm can do better at choosing between these two spectra. Since |ΔS| ≤ δ implies D ≤ √N δ/ε, the choice δ = ε/√N guarantees D ≤ 1.

**A layer with two electron species**

Let bulk electrons have mobility 20000 cm²/Vs and surface electrons 5000 cm²/Vs, with 2×10¹² cm⁻² of each. The zero-field sheet conductivity is 8.01 mS, shared as 80% and 20%. Both components are measured at 61 equally spaced fields from zero to Bmax, with ε equal to 0.1% of that conductivity.

The choice above gives δ = 0.001/√61 = 1.28×10⁻⁴ of the zero-field conductivity. For the surface electrons √(δ/s) = √(1.28×10⁻⁴/0.2) = 0.025. At 0.2 T, x = 0.1, and a splitting of ±25% into an equal pair gives D ≤ 1. At 4 T, x = 2, and the corresponding splitting is ±4%.

For the ghost with a hole, use 1 m²/Vs = 10000 cm²/Vs. The true mobilities are −2 and −0.5. Choose ghosts at +0.2 and −1, and leave the third, c, free. Both true shares must follow from one amplitude:

A = 0.8 × 1.5 × 2.2 × 1 × |c + 2| = 0.2 × 1.5 × 0.7 × 0.5 × |c + 0.5|.

The factors after each share are the distances to the other four mobilities. The solution beyond the bulk electrons is c = −2.0621, with A = 0.164. Dividing A by the corresponding products of distances gives the ghost shares:

- +2000 cm²/Vs: 3.9%
- −10000 cm²/Vs: 25.7%
- −20621 cm²/Vs: 70.3%

The hole's sheet density is its conductivity divided by e times its mobility:

0.0392 × 8.011×10⁻³ S/(1.602×10⁻¹⁹ C × 0.2 m²/Vs) = 9.8×10¹⁵ m⁻² = 9.8×10¹¹ cm⁻².

A conductivity share of 4% thus becomes half the density of either true species, because the assigned mobility is low.

Up to 0.2 T the two spectra differ by at most 0.022% of the zero-field conductivity. Then D = 0.61, and even the best choice between them is wrong with probability 0.38. Up to 4 T the largest difference is 5.3% and D = 315, so this ghost is excluded within the model.

**What the inversion returns**

The existence of a ghost does not mean that the algorithm selects it. For 60 noise draws at each Bmax, with the noise and number of fields held fixed, weight was counted as ghost if it had the wrong sign or lay more than 0.25 in ln|m| from both true mobilities. The grid ran from about 100 to 100000 cm²/Vs for each sign, in steps of 3%. The mean ghost shares were:

- 0.2 T (x = 0.4 and 0.1): 17.1%
- 0.4 T (x = 0.8 and 0.2): 3.5%
- 1 T (x = 2 and 0.5): 0.5%
- 2 T (x = 4 and 1): 0.3%
- 4 T (x = 8 and 2): 0.3%

The standard errors of these means are about 2% at 0.2 T, 1% at 0.4 T and 0.1% at 4 T. At 0.4 T both carriers have x below one, yet the mean ghost share is small. It comes from a minority of draws, about one in eight, in which more than 10% of the weight is misplaced; at 0.2 T this happens in about two draws in three. For this noise the serious loss appears between 0.4 and 0.2 T. In these draws the false-hole share of the conductivity averages 1.3% at 0.2 T and 0.03% at 4 T, compared with 3.9% in the constructed ghost. The false-hole share at 0.2 T is strongly skewed: at least half of the draws have practically no hole weight, while a few have up to about 10%. The standard error for 60 draws is about 0.3%, and 300 further draws average 0.7%, so 1.3% is on the high side.

The first draw at 0.2 T shows one form of the error. The bulk peak is at −19954 cm²/Vs, but the surface peak has moved to −6656 cm²/Vs and carries 22.5%. It counts as ghost because ln(6656/5000) = 0.29. A ghost can therefore be a displaced carrier as well as an additional one. In the first draw at 4 T the main peaks are at −20070 and −5066 cm²/Vs.

The fit quality gives no warning. The mean χ² per data value is 0.94 at 0.2 T and 0.97 at 4 T. The minimum itself is well reached: the certified error in χ²/2 is at most 10⁻⁴. With Bmax kept at 0.2 T but noise reduced to 10⁻⁴%, the mean ghost share over 20 draws falls to 0.01%. That run also had the true mobilities on the grid, whereas the others had them half a step away.

**Comparison with a real layer**

The parameters are rough values in the regime of an n-type InAs epilayer at 300 K, with its electron accumulation layer at the surface. One assumption that such a layer can break is a single mobility per species. If the bulk scattering time varied as energy^(−1/2), as for acoustic phonons, the mobility would have an rms spread of 42% in the drift average, with weight E^(3/2) exp(−E/kT), and of 52% in the conductivity-weighted spectrum, and the Hall factor would be 1.18. At fixed drift mobility S would change by up to 3.6% of its zero-field value below 0.2 T, and by up to 4.0% below 4 T. This is a size estimate, not a scattering model of InAs, but it is some forty times the assumed noise. It need not appear as a misfit: up to 0.2 T two sharp lines at about −37500 and −12000 cm²/Vs, with shares of 30% and 70%, reproduce such data within 0.08% in each component, while up to 4 T two refitted sharp lines still leave about 1%. A non-negative spectrum still describes such a band, as a broad distribution instead of one line. Several narrow peaks in a fit may then represent one species.

With a rough mass of 0.026 electron masses, the Landau spacing at 4 T is 17.8 meV, against a thermal energy of 25.9 meV. For degenerate electrons of this mass, thermal damping would reduce Shubnikov–de Haas oscillations to about 2×10⁻¹¹ of their undamped amplitude. This factor does not cover the nearly non-degenerate bulk, whose partition sum shifts by 2%, or resonances with optical phonons. Quantum corrections to the conductivity may therefore exceed the noise. The 4 T results therefore show the resolution of the classical model, not the accuracy to expect from InAs. For a layer 2 μm thick, the bulk density is 0.095 of the parabolic effective density of states (0.07 with nonparabolicity, 0.11 for a mass of 0.023), so the bulk is nearly non-degenerate.

The surface layer is degenerate. If one parabolic subband held all its electrons, the Fermi energy would be 184 meV above the subband edge; further occupied subbands would lower it. With a rough gap of 350 meV, a nonparabolic band satisfies E(1 + E/350 meV) = 184 meV, which gives E = 133 meV and a mass larger by 1 + 2E/(350 meV) = 1.76. This leaves out the kinetic energy of confinement, roughly 40 meV, which would raise the factor to about 1.9; a mass of 0.023 would raise it to 1.84. The numerical output instead lists 184 meV and 2.05 for these two quantities. Those entries are wrong: the root search stopped at its starting bound because its absolute tolerance exceeded energies expressed in joules. They do not enter the spectra or the resolution results.

For planning a measurement, apply the resolution law to each carrier of interest, with its mobility, its expected share, the actual noise and the number of fields. A fast carrier with a small share can be harder to resolve than a slow one with a large share. For sharp mobilities, splittings below the limit are hidden by the noise. Much larger ones may be hidden too, because a fit is free to adjust all mobilities and shares. In the example, if the surface electrons are split into an equal pair and two carriers are refitted to the result, D is only 0.06 for a splitting of ±90% at 0.2 T and 0.85 for ±10% at 4 T. The limit is therefore a necessary condition for resolving a splitting, not a sufficient one. Where one species has a broad mobility distribution, as estimated above, resolved peaks need not be separate carriers. Reaching |m|Bmax = √2 brings the relative splitting limit for a given δ/s to its constant value. This limit uses the largest difference at any one field. The distance D sums over all measured fields, so it also depends on how they are spaced and can still change beyond √2. If resistivities are measured, their noise must first be carried through the tensor inversion, because its size in σ_xx and σ_xy then depends on the field. From S = 1/(ρ_xx + iρ_xy), a small error obeys δS = −S²δρ, with δρ = δρ_xx + iδρ_xy. Independent noise of equal size in both resistivities therefore stays uncorrelated, but unequal noise in general becomes correlated between σ_xx and σ_xy.

Calculated quantities

```
Splitting limit d/|m|, delta/s = 1e-04: x=|m|Bmax, direct, formula
  x =  0.03:  33.357 %,  33.356 %
  x =  0.10:  10.075 %,  10.075 %
  x =  0.30:   3.556 %,   3.556 %
  x =  1.00:   1.682 %,   1.682 %
  x =  3.00:   1.612 %,   1.612 %
  x = 10.00:   1.612 %,   1.612 %
True mobilities: -20000, -5000 cm2/Vs
Sheet density of each: 2.00e+12 cm^-2
Zero-field sheet conductivity: 8.011 mS
Conductivity shares: 80.0 %, 20.0 %
Noise: 0.10 % of zero-field value; 61 fields
Explicit ghost spectrum (mobility, share):
       2000 cm2/Vs,   3.92 %
     -10000 cm2/Vs,  25.74 %
     -20621 cm2/Vs,  70.34 %
False hole density: 9.81e+11 cm^-2
  Bmax 0.2 T: max difference 0.0220 %, D = 0.606, best error prob. 0.381
  Bmax 4.0 T: max difference 5.3369 %, D = 315, best error prob. 0
Inversions, 60 noise draws: mean ghost, mean false-hole share, chi2/N
  Bmax 0.2 T (x = 0.4, 0.1):  17.1 %,  1.31 %, 0.939
  Bmax 0.4 T (x = 0.8, 0.2):   3.5 %,  0.09 %, 0.956
  Bmax 1.0 T (x = 2.0, 0.5):   0.5 %,  0.05 %, 0.923
  Bmax 2.0 T (x = 4.0, 1.0):   0.3 %,  0.03 %, 0.951
  Bmax 4.0 T (x = 8.0, 2.0):   0.3 %,  0.03 %, 0.971
Largest duality gap (units of chi2/2): 9.9e-05
First draw, 0.2 T, up to 4 peaks (cm2/Vs: share): -19954: 77.3%; -6656: 22.5%; -103357: 0.1%; 103357: 0.0%
First draw, 4.0 T, up to 4 peaks (cm2/Vs: share): -20070: 79.7%; -5066: 20.3%; -546: 0.1%; -48656: 0.1%
Bmax 0.2 T, noise 1e-04 %: mean ghost 0.01 %
Rough inputs: T 300 K, mass 0.026 m_e, gap 0.35 eV, layer 2.0 um
Thermal energy: 25.85 meV
  0.2 T: Landau spacing 0.89 meV, partition-sum shift 0.005 %, damping 1.6e-246
  4.0 T: Landau spacing 17.81 meV, partition-sum shift 1.951 %, damping 2.1e-11
Bulk density / effective density of states: 0.095
Surface Fermi energy, one subband: parabolic 184 meV, nonparabolic 184 meV
Surface mass increase at that energy: factor 2.05
Energy-dependent scattering: Hall factor 1.1781, rms mobility spread 42.2 %
  largest change of S(B) up to 0.2 T: 3.62 % of zero-field value
  largest change of S(B) up to 4.0 T: 3.95 % of zero-field value
```
